**Gaussian auxiliary function against the probe-charge correction**

The program tests that $\chi(\gamma)=1/\sqrt{\pi\gamma}-(4\pi/V)\sum'_{\mathbf g}e^{-\gamma g^2}/g^2$ tends to the probe-charge correction $\xi$ as $\gamma\to0$. Here $\mathbf g$ runs over the nonzero reciprocal vectors of a supercell of volume $V$, and $-\xi$ is the potential at a unit point charge due to its images and a neutralizing background. Neutral cubes, summed without Gaussians, give $\xi L=2.837297$ for a cubic supercell of edge $L$. The program asserts that explicit sums over $\mathbf q$ and $\mathbf G$ agree with this value at five $\gamma$, once the linear and image terms are included. It also asserts the Brillouin-zone integral and the failure of the small-$\gamma$ limit at a fixed cutoff. For an exponential orbital in three cubic boxes, it asserts that the error left after the correction is $4\pi/(\beta^2V)$, where $\beta$ is the orbital exponent. A tetragonal box reproduces the exact self-Coulomb integral with its own $\xi$, which differs from that of a cube of equal volume.

## Verification by program

```python
"""
Result under test (Hartree atomic units):
  chi(gamma) = 1/sqrt(pi gamma) - (4 pi/V) sum'_{g != 0} exp(-gamma g^2)/g^2
tends for gamma -> 0 to xi, the probe-charge correction. Here g = q + G runs over
the reciprocal lattice of the supercell of volume V, and -xi is the potential at a
unit point charge due to its periodic images and a neutralizing background, with
the total potential averaging to zero. For a cubic supercell of edge L, xi = C/L.
At finite gamma:
  chi = xi - 4 pi gamma/V + sum'_{R != 0} erfc(R/(2 sqrt(gamma)))/R.
C is computed from neutral cubes, without Gaussians or reciprocal vectors.
"""
import itertools
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import erfc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]


def lattice_sum(function, spacings, half):
    """Sum function(|x|^2) over an orthogonal lattice without its origin."""
    n = np.arange(half + 1)
    w = np.where(n == 0, 1.0, 2.0)   # mirror images of the positive octant
    sx, sy, sz = [(s * n) ** 2 for s in spacings]
    square = sx[:, None, None] + sy[None, :, None] + sz[None, None, :]
    weight = w[:, None, None] * w[None, :, None] * w[None, None, :]
    square[0, 0, 0] = 1.0
    weight[0, 0, 0] = 0.0
    return np.sum(weight * function(square))


def neutral_cube_constant():
    """C = xi*L from point charges, each in its own neutralizing cube (L = 1)."""
    x, w = np.polynomial.legendre.leggauss(40)
    face = np.sum(w[:, None] * w / np.sqrt(1 + x[:, None] ** 2 + x ** 2))
    cube_integral = 0.75 * face      # integral of 1/r over a centred unit cube
    sizes, potentials = [], []
    for half in (10, 20, 40):
        size = 2 * half + 1
        points = lattice_sum(lambda r2: 1 / np.sqrt(r2), (1, 1, 1), half)
        sizes.append(size)
        potentials.append(points - cube_integral * size ** 2)
    h = (sizes[0] / np.array(sizes)) ** 2
    limit = np.linalg.solve(np.vander(h, 3), np.array(potentials))[-1]
    mean_potential = np.pi / 6       # mean of the summed neutral-cell potentials
    return cube_integral, sizes, potentials, limit, -(limit - mean_potential)


def chi_from_k_grid(gamma, cell_edge, n_grid):
    """chi by explicit sums over the q grid and the crystal's G vectors."""
    b = 2 * np.pi / cell_edge
    G = b * np.arange(-16, 16)
    total = 0.0
    for index in itertools.product(range(n_grid), repeat=3):
        qx, qy, qz = b * np.array(index) / n_grid
        g2 = ((G + qx)[:, None, None] ** 2 + (G + qy)[None, :, None] ** 2
              + (G + qz)[None, None, :] ** 2)
        g2 = g2[g2 > 1e-12]
        total += np.sum(np.exp(-gamma * g2) / g2)
    volume = (n_grid * cell_edge) ** 3
    return 1 / np.sqrt(np.pi * gamma) - 4 * np.pi * total / volume


def zone_integral(gamma, cell_edge):
    """Integral over the Brillouin zone of sum_G exp(-gamma|q+G|^2)/|q+G|^2."""
    b = 2 * np.pi / cell_edge
    h = b / 2
    x, w = np.polynomial.legendre.leggauss(14)
    s = 1 + x[:, None] ** 2 + x ** 2
    z, wz = h * (x + 1) / 2, h * w / 2
    central = 6 * np.sum(wz[:, None, None] * (w[:, None] * w)[None]
                         * np.exp(-gamma * z[:, None, None] ** 2 * s) / s)
    coordinate = (b * np.arange(-5, 6)[:, None] + h * x).ravel()
    line_weight = np.tile(h * w, 11)
    weight = (line_weight[:, None, None] * line_weight[None, :, None]
              * line_weight[None, None, :])
    middle = slice(5 * 14, 6 * 14)
    weight[middle, middle, middle] = 0.0   # singular G = 0 part done above
    c2 = coordinate ** 2
    q2 = c2[:, None, None] + c2[None, :, None] + c2[None, None, :]
    return central + np.sum(weight * np.exp(-gamma * q2) / q2)


# Brillouin-zone integral of the auxiliary function
cell_edge, n_grid = 5.0, 2
L = cell_edge * n_grid
V = L ** 3
gamma_test = 0.5
zone_numeric = zone_integral(gamma_test, cell_edge)
zone_formula = 2 * np.pi ** 1.5 / np.sqrt(gamma_test)
assert abs(zone_numeric / zone_formula - 1) < 1e-7
short_range = quad(lambda r: 4 * np.pi * r * erfc(r / (2 * np.sqrt(gamma_test))),
                   0, 15)[0]
assert abs(short_range - 4 * np.pi * gamma_test) < 1e-7

# Point-charge constant from neutral cubes
cube_integral, sizes, potentials, cube_limit, C = neutral_cube_constant()
xi = C / L
print(f"Crystal cell edge a = {cell_edge:.1f} bohr; grid {n_grid}x{n_grid}x{n_grid}")
print(f"Supercell edge L = {L:.1f} bohr; volume V = {V:.1f} bohr^3")
print(f"Zone integral, gamma={gamma_test} bohr^2: quadrature {zone_numeric:.7f} bohr^-1")
print(f"Zone integral, closed formula: {zone_formula:.7f} bohr^-1")
print(f"Integral of 1/r over unit cube: {cube_integral:.7f} (L=1)")
for size, potential in zip(sizes, potentials):
    print(f"Neutral cubes {size}^3: potential at charge {potential:.7f} (L=1)")
print(f"Extrapolated potential: {cube_limit:.7f} (L=1)")
print(f"Mean potential to subtract, pi/6: {np.pi / 6:.7f} (L=1)")
print(f"Cubic constant C = xi*L: {C:.6f} (dimensionless)")
print(f"Probe-charge correction xi: {xi:.7f} hartree = {xi * HARTREE_EV:.4f} eV")

# Small-gamma limit and exact finite-gamma identity
raw_errors = []
for gamma in (5.0, 2.0, 1.0, 0.5, 0.1):
    chi = chi_from_k_grid(gamma, cell_edge, n_grid)
    images = lattice_sum(lambda r2: erfc(np.sqrt(r2 / (4 * gamma))) / np.sqrt(r2),
                         (L, L, L), 4)
    linear = 4 * np.pi * gamma / V
    assert abs(chi - (xi - linear + images)) < 1e-7
    raw_errors.append(abs(chi - xi))
    print(f"gamma={gamma:.1f} bohr^2: chi={chi:.7f}, "
          f"chi+4pi*gamma/V={chi + linear:.7f} hartree")
    print(f"  4pi*gamma/V={linear:.7f}, image term={images:.3e} hartree")
assert all(raw_errors[i + 1] < raw_errors[i] for i in range(4))
assert raw_errors[-1] < 0.01 * xi

# A fixed reciprocal cutoff does not allow gamma -> 0
cutoff_index = 8
truncated = []
for gamma in (1.0, 0.1, 0.01):
    partial = lattice_sum(lambda g2: np.exp(-gamma * g2) / g2,
                          (2 * np.pi / L,) * 3, cutoff_index)
    truncated.append(1 / np.sqrt(np.pi * gamma) - 4 * np.pi * partial / V)
    print(f"Fixed cutoff |n_i|<={cutoff_index}, gamma={gamma:.2f} bohr^2: "
          f"chi={truncated[-1]:.5f} hartree")
assert abs(truncated[0] - (xi - 4 * np.pi / V)) < 1e-7
assert truncated[2] > truncated[1] > truncated[0]
assert truncated[2] > 2 * xi

# One electron in a normalized orbital proportional to exp(-beta r)
beta = 1.5


def density(r):
    return beta ** 3 / np.pi * np.exp(-2 * beta * r)


def enclosed_charge(r):
    return quad(lambda s: 4 * np.pi * s ** 2 * density(s), 0, r)[0]


def squared_form_factor(g2):
    return (1 + g2 / (4 * beta ** 2)) ** -4


J_quadrature = 2 * quad(lambda r: 4 * np.pi * r * density(r) * enclosed_charge(r),
                        0, 20)[0]
J_exact = 5 * beta / 8
assert abs(J_quadrature - J_exact) < 1e-7
for g in (0.5, 2.0, 4.0):
    transform = quad(lambda r: 4 * np.pi * r * density(r) * np.sin(g * r) / g,
                     0, 20, limit=200)[0]
    assert abs(transform ** 2 - squared_form_factor(g * g)) < 1e-8

print(f"Orbital exponent beta = {beta:.1f} bohr^-1")
print(f"Exact self-Coulomb J = {J_exact:.7f} hartree (quadrature {J_quadrature:.7f})")
print(f"Exact exchange energy -J/2 = {-J_exact / 2:.7f} hartree")


def uncorrected_integral(edges):
    total = lattice_sum(lambda g2: squared_form_factor(g2) / g2,
                        [2 * np.pi / edge for edge in edges], 120)
    return 4 * np.pi * total / np.prod(edges)


for edge in (10.0, 15.0, 20.0):
    raw = uncorrected_integral((edge,) * 3)
    corrected = raw + C / edge
    predicted_error = 4 * np.pi / (beta ** 2 * edge ** 3)
    assert abs(corrected - J_exact - predicted_error) < 1e-7
    assert abs(corrected - J_exact) < 0.1 * abs(raw - J_exact)
    print(f"L={edge:.0f} bohr: J without correction={raw:.6f}, "
          f"with xi={corrected:.6f} hartree")
    print(f"  xi={C / edge:.6f}, error left={corrected - J_exact:.6f}, "
          f"4pi/(beta^2 V)={predicted_error:.6f} hartree")
    print(f"  exchange energy: without={-raw / 2:.6f}, "
          f"with xi={-corrected / 2:.6f} hartree")

# A non-cubic supercell, tested against the exact orbital integral
edges = (10.0, 10.0, 20.0)
volume = np.prod(edges)
gamma = 1.0
gaussian_sum = lattice_sum(lambda g2: np.exp(-gamma * g2) / g2,
                           [2 * np.pi / edge for edge in edges], 40)
xi_tetragonal = (1 / np.sqrt(np.pi * gamma)
                 - 4 * np.pi * (gaussian_sum - gamma) / volume)
J_tetragonal = (uncorrected_integral(edges) + xi_tetragonal
                - 4 * np.pi / (beta ** 2 * volume))
assert abs(J_tetragonal - J_exact) < 1e-7
cubic_estimate = C / volume ** (1 / 3)
assert abs(xi_tetragonal - cubic_estimate) > 1e-3
print(f"Tetragonal box 10x10x20 bohr: xi = {xi_tetragonal:.6f} hartree")
print(f"Cubic box of the same volume: xi = {cubic_estimate:.6f} hartree")
print(f"Tetragonal J after xi and 1/V terms: {J_tetragonal:.7f} hartree")
print("OK")
```

Printed output:

```
Crystal cell edge a = 5.0 bohr; grid 2x2x2
Supercell edge L = 10.0 bohr; volume V = 1000.0 bohr^3
Zone integral, gamma=0.5 bohr^2: quadrature 15.7496099 bohr^-1
Zone integral, closed formula: 15.7496099 bohr^-1
Integral of 1/r over unit cube: 2.3800774 (L=1)
Neutral cubes 21^3: potential at charge -2.3137569 (L=1)
Neutral cubes 41^3: potential at charge -2.3137140 (L=1)
Neutral cubes 81^3: potential at charge -2.3137026 (L=1)
Extrapolated potential: -2.3136987 (L=1)
Mean potential to subtract, pi/6: 0.5235988 (L=1)
Cubic constant C = xi*L: 2.837297 (dimensionless)
Probe-charge correction xi: 0.2837297 hartree = 7.7207 eV
gamma=5.0 bohr^2: chi=0.2218437, chi+4pi*gamma/V=0.2846756 hartree
  4pi*gamma/V=0.0628319, image term=9.458e-04 hartree
gamma=2.0 bohr^2: chi=0.2585974, chi+4pi*gamma/V=0.2837301 hartree
  4pi*gamma/V=0.0251327, image term=3.440e-07 hartree
gamma=1.0 bohr^2: chi=0.2711634, chi+4pi*gamma/V=0.2837297 hartree
  4pi*gamma/V=0.0125664, image term=9.225e-13 hartree
gamma=0.5 bohr^2: chi=0.2774466, chi+4pi*gamma/V=0.2837297 hartree
  4pi*gamma/V=0.0062832, image term=9.144e-24 hartree
gamma=0.1 bohr^2: chi=0.2824731, chi+4pi*gamma/V=0.2837297 hartree
  4pi*gamma/V=0.0012566, image term=5.703e-111 hartree
Fixed cutoff |n_i|<=8, gamma=1.00 bohr^2: chi=0.27116 hartree
Fixed cutoff |n_i|<=8, gamma=0.10 bohr^2: chi=0.29224 hartree
Fixed cutoff |n_i|<=8, gamma=0.01 bohr^2: chi=2.30872 hartree
Orbital exponent beta = 1.5 bohr^-1
Exact self-Coulomb J = 0.9375000 hartree (quadrature 0.9375000)
Exact exchange energy -J/2 = -0.4687500 hartree
L=10 bohr: J without correction=0.659355, with xi=0.943085 hartree
  xi=0.283730, error left=0.005585, 4pi/(beta^2 V)=0.005585 hartree
  exchange energy: without=-0.329678, with xi=-0.471543 hartree
L=15 bohr: J without correction=0.750002, with xi=0.939155 hartree
  xi=0.189153, error left=0.001655, 4pi/(beta^2 V)=0.001655 hartree
  exchange energy: without=-0.375001, with xi=-0.469577 hartree
L=20 bohr: J without correction=0.796333, with xi=0.938198 hartree
  xi=0.141865, error left=0.000698, 4pi/(beta^2 V)=0.000698 hartree
  exchange energy: without=-0.398167, with xi=-0.469099 hartree
Tetragonal box 10x10x20 bohr: xi = 0.180584 hartree
Cubic box of the same volume: xi = 0.225196 hartree
Tetragonal J after xi and 1/V terms: 0.9375000 hartree
OK
```
